Why silicon has dynamical quadrupoles but no Born charges

**Q.** I move one silicon atom. Its Born charge is zero, so I expect no long-range electrical response. Yet I am told that a "dynamical quadrupole" survives. What is being measured?

**A.** Both quantities are moments of the same induced charge. Let Δρ_β(r) be the change in charge density, electrons and ions together, per unit displacement of one atom along β. Measure r from the undisplaced site. I use atomic units, with the proton charge positive. I assume an insulator, adiabatic linear response and no macroscopic electric field, so that Δρ_β is localized enough for its moments to exist. Define

P_β(q) = ∫ Δρ_β(r) exp(−iq·r) d³r.

At small q,

exp(−iq·r) = 1 − i q_α r_α − ½ q_α q_γ r_α r_γ + ...,

with repeated Cartesian indices summed. Moving an atom creates no net charge, so the first term integrates to zero. What remains is

P_β(q) = −i q_α Z_αβ − ½ q_α q_γ Q^{αγ}_β + O(q³),

Z_αβ = ∫ r_α Δρ_β d³r,

Q^{αγ}_β = ∫ r_α r_γ Δρ_β d³r.

The Born charge Z is the dipole created per unit displacement. The dynamical quadrupole Q is the second moment created per unit displacement. It is symmetric in α and γ, and its unit is charge times length.

**Q.** Does the quadrupole depend on where I put the origin?

**A.** Shift the origin by d, so that r becomes r − d. Expanding the product gives

Q'^{αγ}_β = Q^{αγ}_β − d_α Z_γβ − d_γ Z_αβ + d_α d_γ ∫ Δρ_β d³r.

The last integral is zero by neutrality. If Z also vanishes, Q does not depend on the origin. If Z is nonzero, the atomic site must be specified as the origin, as I have done.

**Q.** Which components does the environment of a silicon atom permit?

**A.** Put sublattice 1 at −(a/8)(1,1,1) and sublattice 2 at +(a/8)(1,1,1). The four bonds of an atom on sublattice 1 point along

(1,1,1), (1,−1,−1), (−1,1,−1), (−1,−1,1).

A half-turn about z changes (x,y,z) into (−x,−y,z). It exchanges the first bond with the fourth and the second with the third, and it maps the whole crystal onto itself. The half-turns about x and y do the same with other pairs.

Let n_x, n_y and n_z count how often each letter occurs among the indices of a tensor component. The half-turn about z multiplies the component by (−1)^(n_x+n_y). Since the site looks the same afterwards, a nonzero component needs n_x+n_y even. The other half-turns require n_y+n_z and n_x+n_z to be even. Hence n_x, n_y and n_z are all even or all odd.

Z has two indices. Three odd counts would add up to at least three, so all counts are even, and one letter occurs twice: Z is diagonal. Q has three indices. Three even counts cannot add up to three, so all are odd, and each letter occurs once.

A threefold turn about the first bond sends x to y, y to z and z to x. It gives

Z_xx = Z_yy = Z_zz = Z,

Q^{xy}_z = Q^{yz}_x = Q^{zx}_y = Q.

Exchanging the two upper indices supplies the other three entries. Therefore

Z_αβ = Z δ_αβ,

Q^{αγ}_β = Q |ε_αβγ|,

where |ε_αβγ| is one when the three indices are all different and zero otherwise. There is one independent number in each tensor. A count using all 24 operations of the site group T_d also gives one and one.

**Q.** So far Z is as much allowed as Q. What removes one and spares the other?

**A.** The inversion centre of the crystal lies at the middle of a bond. Inversion there exchanges the two sublattices. It turns a displacement u of atom 1 into a displacement −u of atom 2, and it turns the induced charge inside out. With r measured from the displaced atom in each case,

Δρ^(2)_β(r) = −Δρ^(1)_β(−r).

The outer minus sign comes from the reversed displacement. Take the first moment and substitute r = −s:

Z_2 = −∫ r_α Δρ^(1)_β(−r) d³r = +∫ s_α Δρ^(1)_β(s) d³s = Z_1.

In the second moment the two coordinate signs cancel, and the outer minus sign remains:

Q_2 = −∫ s_α s_γ Δρ^(1)_β(s) d³s = −Q_1.

Now displace every atom by the same u. The neutral crystal moves as a whole, carrying equal positive and negative charge, so no polarization is created. Thus

Z_1 + Z_2 = 0.

Together with Z_1 = Z_2 this gives Z_1 = Z_2 = 0. The quadrupoles already add to zero through their opposite signs, so neither has to vanish.

**Q.** Would inversion not remove Q altogether if it acted at the atom?

**A.** Yes. The atom would then be mapped onto itself, and the same argument would give Q = −Q. Adding inversion to the site group reduces the number of allowed quadrupole components from one to zero. Silicon is centrosymmetric as a crystal, but its atoms do not sit at the centres.

Symmetry alone shows that Q may be nonzero. It does not give the size, which depends on the electrons.

**Q.** I find it hard to picture a charge cloud with no dipole but with a quadrupole, all created by one small displacement.

**A.** Here is a point-charge illustration, not a model of silicon's actual density. Let n be the unit vectors along the four bonds. Put charges c_1 n·u at distance d_1 along each bond, and c_2 n·u at distance d_2. The total charge is zero because Σ n = 0. For the dipole use

Σ n_α n_β = (4/3) δ_αβ.

It vanishes if c_1 d_1 + c_2 d_2 = 0. For the second moment use

Σ n_α n_γ n_β = [4/(3√3)] |ε_αβγ|,

whose nonzero entries are 0.770. Each upper index brings one factor of distance, so

Q = [4/(3√3)] (c_1 d_1² + c_2 d_2²).

Replacing c_2 d_2 by −c_1 d_1 gives

Q = [4/(3√3)] c_1 d_1 (d_1 − d_2).

This is nonzero when the two distances differ. On the other sublattice every n is reversed. The product of two n's keeps its sign and the product of three changes it, which reproduces the inversion rule.

**Q.** What does the sum Q_1 + Q_2 mean physically?

**A.** Let both sublattices follow one long wave, with the same amplitude u and the phase exp(iq·R) taken at each atom's own position R. The Born charges cancel in the sum, and the charge density is

ρ_q = −[1/(2Ω)] q_α q_γ (Q_1+Q_2)^{αγ}_β u_β,

where Ω is the primitive-cell volume. A charge density is also minus the divergence of a polarization, ρ_q = −i q_α P_α. The wave has displacement gradients i q_γ u_β, so this P is a polarization proportional to strain. The sublattices are not allowed to relax against each other, which makes it the clamped-ion piezoelectric response. In silicon it vanishes because Q_2 = −Q_1.

An optical displacement is different. With u_1 and u_2 along z, set w = u_1 − u_2. Both orders of the indices x and y contribute, which cancels the factor ½:

ρ_q = −q_x q_y (Q_1 u_1 + Q_2 u_2)/Ω = −q_x q_y Q_1 w/Ω.

The opposite signs that cancel the acoustic response make the two contributions add when the atoms move against each other.

**Q.** This charge disappears as q². Why should an electron notice it at long wavelength?

**A.** Because Poisson's equation divides by q². The remaining electrons screen the macroscopic field through the electronic dielectric constant ε:

ε q² φ_q = 4π ρ_q.

An electron has charge −1, so its potential energy is V_q = −φ_q. With q̂ = q/|q|,

V_q = 4π q̂_x q̂_y Q_1 w/(εΩ).

The powers of q have cancelled. The result stays finite at long wavelength but depends on the direction of approach. For w along z and q along [110], q̂_x q̂_y = ½ and

V_[110] = 2π Q_1 w/(εΩ).

Along [1−10] the sign is reversed. Along [100] or [001] the term is zero. An interpolation of electron–phonon coupling that assumes a smooth function at q = 0 therefore misses this part.

**Q.** Does the same field split the longitudinal and transverse optical phonons?

**A.** Not at q = 0. The field energy per cell is proportional to |ρ_q|²/q². A dipolar charge is proportional to q, which leaves a constant and hence a splitting. The quadrupolar charge is proportional to q², so its field energy falls as q⁴/q² = q² and vanishes in the limit. The electron's energy contains one factor of ρ_q and survives; the phonon's own energy contains two and does not.

**Q.** Can you put a number on Q without assuming the answer?

**A.** I use independent valence electrons in a local screened potential that moves rigidly with each atom. This is an empirical model with rounded parameters, not a self-consistent first-principles calculation. With p in inverse bohr and v in hartree,

v(p) = 0.27 (p² − 2.2)/[2.1 exp(0.49 p²) − 1].

The crystal potential has components V(G) = ½ v(G) Σ_κ exp(−iG·τ_κ), where τ_κ is the site of sublattice κ. The lattice constant is 5.43 Å. With 113 plane waves the model's indirect gap is 1.05 eV, which a larger basis lowers to about 1.01 eV. Its direct gap at zero wavevector is 3.2 eV.

Displacing an atom changes its potential by −∂_β v per unit displacement. For a displacement wave on sublattice κ, the matrix element between plane waves k+G' and k+q+G is

−½ i p_β v(p) exp[−i(G−G')·τ_κ], with p = q+G−G'.

First-order perturbation theory mixes empty states c into filled states v with amplitude ⟨c|δV_β|v⟩/(E_v−E_c). The density contains this change once in the wavefunction and once in its conjugate. Time reversal makes the two contributions equal after the sum over k, and spin gives another factor of two. The induced electron number is thus

F_β(q) = (4/N_k) Σ_k,v,c ⟨v|exp(−iq·r)|c⟩⟨c|δV_β|v⟩/(E_v−E_c),

with v at k−q/2, c at k+q/2, and N_k wavevectors in the sum. Electrons are negative, and each ion has charge +4, so

P_β = −F_β − 4i q_β.

The point ion adds nothing to the second moment at first order in u. Comparison with the expansion of P gives, for q = s(1,1,0),

Im F_x = −s(4 − Z), Re F_z = s² Q.

**Q.** And the result?

**A.** On a mesh of 2048 wavevectors, 3.992 electrons follow each atom, so

Z = 4 − 3.992 = 0.008 e.

The exact value is zero by the argument above; the remainder is numerical. With the same 113 plane waves but 256 wavevectors it is −0.050 e, so a small Born charge from a coarse mesh should not be read as physics. The quadrupoles are

Q_1 = +7.7 e Å, Q_2 = −7.7 e Å,

or 14.5 e bohr in magnitude. All tensor components were also computed separately on an unreduced mesh. The forbidden ones are below 10⁻¹⁰ e Å, and the allowed ones agree with each other equally well.

Refining the mesh from 2048 to 4000 points, with 65 plane waves held fixed, changes Q by 0.06%. Enlarging the basis from 113 to 169 waves, with 256 points held fixed, changes it by 2.6%. The larger basis raises Q by 0.2 e Å, so even the first decimal is uncertain, and the converged value of the model lies nearer 7.9 e Å.

**Q.** That still relies on your perturbation formula. What if a factor is wrong there?

**A.** I froze a real displacement wave into a cell three times larger and diagonalized the distorted crystal directly. The wavevector was (2π/3a)(1,1,1), with sublattice 1 moving along z. The electron-number response per unit displacement was

0.5345 − 1.8239i Å⁻¹ from the distorted crystal,

0.5355 − 1.8226i Å⁻¹ from the formula.

They differ by 0.09% of the magnitude. Both use the same few electron wavevectors, so the comparison tests the response formula at a finite wavelength; these values are not zone averages and do not give Q.

**Q.** What happens if the two atoms are made different, as in a zinc-blende crystal?

**A.** Each site keeps its T_d symmetry, so the tensor form survives. Inversion is lost, and with it the relations between the sublattices. I multiplied the two atomic potentials by 1.2 and 0.8, holding the lattice constant fixed. This is a test case, not a named compound. The electrons following the two atoms became 6.53 and 1.46. Their sum is 7.99, close to the eight required by translation, but they are no longer equal. The quadrupoles became +4.5 and −8.1 e Å. Their sum, −3.6 e Å, is a nonzero clamped-ion piezoelectric response. A larger basis shifts the electron numbers by up to about 0.1, and the quadrupoles and their sum by up to about 0.2 e Å, which does not affect this conclusion.

A uniform strain of silicon is the opposite case. Unless it is isotropic, it lowers the site symmetry, so more components of Q may appear. But it keeps inversion at the bond centres, so Z_1 = Z_2 still holds as a tensor relation. Translation then makes both zero, and Q_2 = −Q_1 holds for every component.

**Q.** How large is the electron energy at room temperature?

**A.** First take the coupling per unit displacement. The cell volume is 40.03 Å³, and I use a rough dielectric constant of 11.7. In these units e²/(4πε_0) = 14.40 eV Å, so for q along [110]

V/w = 2π × 7.7 × 14.40/(11.7 × 40.03) = 1.5 eV/Å.

For w, treat the relative motion as an oscillator of reduced mass μ = M/2. Its mean potential energy is half its mean total energy:

½ μω²⟨w²⟩ = ½ × (ħω/2) coth(ħω/2k_BT),

⟨w²⟩ = [ħ/(2μω)] coth(ħω/2k_BT).

A rough phonon energy of 0.064 eV, a mass of 28.1 u and T = 300 K give an rms w of 0.0525 Å. Then

|V| = 1.5 × 0.0525 = 0.08 eV.

This is the energy if the whole rms displacement belonged to one long wave. In a crystal the thermal motion is spread over many wavevectors, so 0.08 eV is a scale for the coupling and not the rms potential felt by an electron. The short-range coupling, which is smooth at q = 0, comes in addition.

**Q.** Which of your assumptions would matter in a real sample?

**A.** Take a wavelength of 12.6 nm, or q = 0.05 Å⁻¹, along [110]. The effective Q there differs by 1.4% from its value at q = 0.016 Å⁻¹, the small wavevector used for the quadrupoles above. The departure of Re F/q² from its long-wave limit begins with a term proportional to q². The change relative to that limit is therefore about 1.6%, and halving the wavelength should make it about four times larger. Treating the electrons as adiabatic neglects terms of relative order

(0.064/3.225)² = 0.0004.

Free carriers break the assumption of an insulator. At 10¹⁶ cm⁻³ and 300 K the Debye length λ is 40.9 nm, so qλ = 20.4. Static screening reduces the potential by the fraction

1/[1 + (qλ)²] = 0.24%.

At 10¹⁸ cm⁻³, with the same wavelength and the same nondegenerate formula, (qλ)² is a hundred times smaller and the reduction is about 19%. Both figures are upper estimates. The formula needs q to be well below the thermal wavevector of the carriers, which is not met here (for a mass of 0.26 m_e, √(2mk_BT)/ħ is 0.042 Å⁻¹, and the static figures fall to about 0.19% and 16% when this is allowed for), and it assumes that the carriers follow the vibration without delay. At these densities a vibration of 0.064 eV is too fast for that, and at this wavelength the actual reduction is much smaller.

At much longer wavelengths even the sign changes. Carriers driven above their plasma frequency ω_p move out of phase with the field and strengthen the potential by the factor 1/(1 − ω_p²/ω²). For electrons of mass 0.26 m_e at 10¹⁸ cm⁻³, ħω_p is about 0.021 eV and the increase is about 12%. Near 10¹⁹ cm⁻³ the plasma frequency becomes comparable to the phonon frequency, and the long-range term cannot be used without a frequency-dependent screening.

**Q.** And how far should I trust 7.7 e Å for silicon itself?

**A.** As an estimate of the order of magnitude. The lattice constant is that of silicon, and the model's indirect gap is near the real one of roughly 1.1 eV. The least certain ingredient is the rigidly moving potential. The bands of the undistorted crystal depend on v(p) only at those reciprocal-lattice vectors where the contributions of the two sublattices do not cancel. The response to one moving atom also involves v(p) at vectors where they do cancel, such as (2π/a)(2,0,0), and the slope of v(p) at the reciprocal-lattice vectors. To see the effect, I added to v the term 0.001 (x − 3)(x − 8)(x − 11) exp(−x/2) hartree, where x is p² in units of (2π/a)². It vanishes at the three reciprocal-lattice shells most important for the bands. This changed Q by 6.3%.

That figure shows the sensitivity to one chosen change of shape. It does not bound the error from omitting the self-consistent rearrangement of the electrons, which needs a first-principles response calculation. Such a calculation may change the magnitude of Q. It cannot change the tensor form or the opposite signs, as long as the crystal keeps the symmetry used here. The numerical output below lists the inputs and results.

Computed results

```
Lattice constant: 5.43 angstrom
Primitive-cell volume: 40.03 angstrom^3
Site operations: 24
Allowed Born components: 1
Allowed quadrupole components: 1
Quadrupoles if atom is inversion centre: 0
Tetrahedral bond sum, xyz: 0.7698
Model indirect gap: 1.054 eV
Model direct gap at Gamma: 3.225 eV
Electrons following atom 1: 3.9921
Born charge, atom 1, 2048 k points: 0.0079 e
Born charge, atom 2, 2048 k points: 0.0079 e
Born charge, atom 1, 256 k points: -0.0497 e
Quadrupole Q1: 7.683 e angstrom
Quadrupole Q2: -7.683 e angstrom
Q1 converted: 14.519 e bohr
Largest forbidden component: 1.1e-11 e angstrom
Spread of allowed components: 7.9e-12 e angstrom
Plane waves: 65, 113, 169
Q1, 65 waves, 256 k points: 8.042 e angstrom
Q1, 65 waves, 864 k points: 7.581 e angstrom
Q1, 65 waves, 2048 k points: 7.535 e angstrom
Q1, 65 waves, 4000 k points: 7.531 e angstrom
Q1 change, last mesh refinement: 0.06 %
Q1 change from largest basis: 2.60 %
General-q law, largest error: 0.058 %
Frozen-wave F, real part: 0.5345 /angstrom
Frozen-wave F, imag part: -1.8239 /angstrom
Perturbation F, real part: 0.5355 /angstrom
Perturbation F, imag part: -1.8226 /angstrom
Frozen/perturbation difference: 0.087 %
Unequal potential factors: 1.2, 0.8
Following electrons there: 6.526, 1.461
Quadrupole Q1 there: 4.521 e angstrom
Quadrupole Q2 there: -8.138 e angstrom
Rough dielectric constant: 11.7
Rough optical phonon energy: 0.064 eV
Rough atomic mass: 28.1 u
Temperature: 300 K
RMS relative displacement: 0.0525 angstrom
Long-range coupling along [110]: 1.484 eV/angstrom
Energy at RMS displacement: 77.9 meV
Example wavevector: 0.050 /angstrom
Example wavelength: 12.57 nm
Finite-wavelength change of Q1: 1.41 %
Carrier density: 1.0e+16 cm^-3
Debye length: 40.88 nm
Static carrier-screening reduction: 0.239 %
Non-adiabatic scale: 0.0394 %
Q1 change from potential shape: 6.33 %
```
